# Diffuson conductivity and Cahill's minimum in a Debye glass: test program

```python
"""
Result under test: for a single-speed Debye solid whose modes have diffusivity
D = omega/(3 pi n^(2/3)), the high-temperature thermal conductivity divided by
Cahill's minimum (mean free path = half a wavelength) is (9/(2 pi^2))^(1/3) = 0.77.
Symbols: n atoms per volume, v sound speed, omega angular frequency,
omega_D Debye cutoff, Theta_D = hbar omega_D/k_B, T temperature, kappa conductivity.
SI units are used inside; printed units are stated on each line.
"""
import numpy as np
import sympy as sp
from scipy.constants import hbar, k as kB, e as charge, pi
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# ---------- example inputs (round, rough values for a silica-like dielectric)
n = 66e27
v_long, v_trans = 6000.0, 3750.0
branches = [v_long, v_trans, v_trans]
v = sum(branches) / 3
T_use = 400.0
thickness = 200e-9
flux = 1e8
hard_fraction, hard_energy = 0.20, 0.13 * charge
sound_limit, sound_path = 2 * pi * 2e12, 5e-9
porosity = 0.25
interface_resistance = 10e-9

k_D = (6 * pi**2 * n) ** (1 / 3)
omega_D = v * k_D
Theta_D = hbar * omega_D / kB
single = [v, v, v]


def mode_heat(omega, T):
    """Heat capacity of one harmonic mode; T = inf is the classical limit."""
    if np.isinf(T):
        return kB
    half = hbar * omega / (2 * kB * T)
    return kB * (half / np.sinh(half)) ** 2


def D_hop(omega, speed):
    return omega / (3 * pi * n ** (2 / 3))


def D_half_wave(omega, speed):
    wavelength = 2 * pi * speed / omega
    return speed * (wavelength / 2) / 3


def D_sound(omega, speed):
    return speed * sound_path / 3


def conductivity(diffusivity, speeds, T, low=0.0, high=1.0):
    """Integral of g*C*D; low and high are fractions of each branch cutoff."""
    total = 0.0
    for s in speeds:
        cut = s * k_D

        def integrand(u):
            w = u * cut
            g = w**2 / (2 * pi**2 * s**3)
            return g * mode_heat(w, T) * diffusivity(w, s) * cut
        total += quad(integrand, low, high, epsabs=0, epsrel=1e-9, limit=300)[0]
    return total


# ---------- heat capacity against the derivative of the Bose energy
def bose_energy(omega, T):
    return hbar * omega / np.expm1(hbar * omega / (kB * T))


slope = (bose_energy(omega_D, T_use + 0.1) - bose_energy(omega_D, T_use - 0.1)) / 0.2
assert abs(slope / mode_heat(omega_D, T_use) - 1) < 1e-5

# ---------- random walk: diffusivity is (hop rate)*(step)^2/6
rng = np.random.default_rng(3)
hops = 60.0
moves = rng.poisson(hops / 6, (40000, 3)) - rng.poisson(hops / 6, (40000, 3))
walk_factor = np.mean(np.sum(moves**2, axis=1)) / (6 * hops)
hop_rate = 2 * omega_D / pi
# sampling error is about 0.4 percent
assert abs(walk_factor * hop_rate * n ** (-2 / 3) / D_hop(omega_D, v) - 1) < 0.02

# ---------- coefficients from an explicit sum over wavevectors in a unit box
coef_hop = 0.75 * (6 * pi**2) ** (1 / 3) / pi
coef_cahill = 1.5 * (pi / 6) ** (1 / 3)
ratio_formula = (9 / (2 * pi**2)) ** (1 / 3)
R = 45
axis = np.arange(-R, R + 1)
m2 = axis[:, None, None]**2 + axis[None, :, None]**2 + axis[None, None, :]**2
m2 = m2[m2 <= R * R]
N_atoms = m2.size
k_box = 2 * pi * np.sqrt(m2[m2 > 0])
sum_hop = 3 * np.sum(k_box / (3 * pi * N_atoms ** (2 / 3))) / N_atoms ** (2 / 3)
sum_cahill = 3 * np.sum(pi / (3 * k_box)) / N_atoms ** (2 / 3)
# finite box: errors of order 1/R^2
assert abs(sum_hop / coef_hop - 1) < 2e-3
assert abs(sum_cahill / coef_cahill - 1) < 2e-3
assert abs(sum_hop / sum_cahill / ratio_formula - 1) < 3e-3

# ---------- exact ratio by symbolic integration
w, ns, vs = sp.symbols("w n v", positive=True)
cut_s = vs * (6 * sp.pi**2 * ns) ** sp.Rational(1, 3)
g_s = 3 * w**2 / (2 * sp.pi**2 * vs**3)
top = sp.integrate(g_s * w / (3 * sp.pi * ns ** sp.Rational(2, 3)), (w, 0, cut_s))
bottom = sp.integrate(sp.expand(g_s * sp.pi * vs**2 / (3 * w)), (w, 0, cut_s))
for values in ({ns: 1, vs: 1}, {ns: 7, vs: 3}):
    exact_gap = ((top / bottom) ** 3 - 9 / (2 * sp.pi**2)).subs(values)
    assert abs(sp.N(exact_gap, 30)) < 1e-20

# ---------- example conductivities, classical and at the temperature of use
hop_cl = conductivity(D_hop, single, np.inf)
cah_cl = conductivity(D_half_wave, single, np.inf)
hop_T = conductivity(D_hop, single, T_use)
cah_T = conductivity(D_half_wave, single, T_use)
unit = n ** (2 / 3) * kB * v
assert abs(hop_cl / (coef_hop * unit) - 1) < 1e-8
assert abs(cah_cl / (coef_cahill * unit) - 1) < 1e-8

# Cahill's usual finite-temperature formula against the kinetic integral
standard = 0.0
for s in branches:
    theta_s = hbar * s * k_D / kB
    J = quad(lambda x: x**3 * np.exp(x) / np.expm1(x)**2, 0, theta_s / T_use)[0]
    standard += (pi / 6) ** (1 / 3) * kB * n ** (2 / 3) * s * (T_use / theta_s)**2 * J
cah_two_T = conductivity(D_half_wave, branches, T_use)
assert abs(standard / cah_two_T - 1) < 1e-7

# ---------- crossing of the two diffusivities and the weights on either side
cross = brentq(lambda u: D_hop(u * omega_D, v) / D_half_wave(u * omega_D, v) - 1,
               0.1, 1.0, xtol=1e-13)
assert abs(cross - (pi / 6) ** (1 / 3)) < 1e-9
modes_below = np.mean(np.sqrt(m2) < cross * R)
assert abs(modes_below - pi / 6) < 5e-3      # discrete wavevector count
hop_below = conductivity(D_hop, single, np.inf, 0, cross) / hop_cl
cah_below = conductivity(D_half_wave, single, np.inf, 0, cross) / cah_cl
assert abs(hop_below - (pi / 6) ** (4 / 3)) < 1e-8
assert abs(cah_below - (pi / 6) ** (2 / 3)) < 1e-8

# ---------- leading quantum corrections at high T, power laws at low T
t = 0.2
hop_warm = conductivity(D_hop, single, Theta_D / t) / hop_cl
cah_warm = conductivity(D_half_wave, single, Theta_D / t) / cah_cl
assert abs((1 - hop_warm) / t**2 * 18 - 1) < 0.01
assert abs((1 - cah_warm) / t**2 * 24 - 1) < 0.01
assert abs((1 - hop_warm / cah_warm) / t**2 * 72 - 1) < 0.02
powers = []
for D in (D_hop, D_half_wave):
    cold = conductivity(D, single, Theta_D / 100)
    powers.append(np.log2(conductivity(D, single, Theta_D / 50) / cold))
assert abs(powers[0] - 4) < 1e-3 and abs(powers[1] - 2) < 1e-3

# ---------- unequal speeds: separate cutoffs, then one common cutoff
ratio_branches = (conductivity(D_hop, branches, np.inf)
                  / conductivity(D_half_wave, branches, np.inf))
assert abs(ratio_branches / ratio_formula - 1) < 1e-8


def g_two_speeds(omega):
    return sum(omega**2 / (2 * pi**2 * s**3) for s in branches)


def count_error(u):
    return quad(lambda y: g_two_speeds(y * omega_D) * omega_D, 0, u)[0] / (3 * n) - 1


u_common = brentq(count_error, 0.3, 2.0)
hop_common = quad(lambda y: g_two_speeds(y * omega_D) * kB
                  * D_hop(y * omega_D, v) * omega_D, 0, u_common)[0]
v_Debye = np.mean(np.array(branches) ** -3.0) ** (-1 / 3)
assert abs(u_common * omega_D / (v_Debye * k_D) - 1) < 1e-7
assert abs(hop_common / cah_cl / (ratio_formula * v_Debye / v) - 1) < 1e-6

# ---------- stiff band above the cutoff, with the mode count preserved
soft_cut = (1 - hard_fraction) ** (1 / 3)
omega_hard = hard_energy / hbar
assert omega_hard > omega_D
soft_modes = quad(lambda y: 3 * (y * omega_D)**2 / (2 * pi**2 * v**3) * omega_D,
                  0, soft_cut)[0]
assert abs((soft_modes + hard_fraction * 3 * n) / (3 * n) - 1) < 1e-8


def with_hard_band(T):
    hard = hard_fraction * 3 * n * mode_heat(omega_hard, T) * D_hop(omega_hard, v)
    return conductivity(D_hop, single, T, 0, soft_cut) + hard


hard_cl, hard_T = with_hard_band(np.inf), with_hard_band(T_use)
mean_omega = 0.75 * omega_D * soft_cut**4 + hard_fraction * omega_hard
assert abs(hard_cl / (n ** (1 / 3) * kB * mean_omega / pi) - 1) < 1e-8

# ---------- propagating sound replaces hopping below the frequency limit
u_sound = sound_limit / omega_D
sound = conductivity(D_sound, single, T_use, 0, u_sound)
replaced = conductivity(D_hop, single, T_use, 0, u_sound)
# these slow modes are nearly classical at the temperature of use
assert abs(sound / (n * kB * v * sound_path * u_sound**3) - 1) < 0.01

# ---------- porosity: radial field around a void in a coated sphere
pore_factor = (1 - porosity) / (1 + porosity / 2)
field = solve_ivp(lambda r, y: [y[1], 2 * y[0] / r**2 - 2 * y[1] / r],
                  (porosity ** (1 / 3), 1.0), [1.0, 0.0], rtol=1e-10, atol=1e-12)
assert abs(field.y[1, -1] / field.y[0, -1] - pore_factor) < 1e-7

# ---------- layer resistance and temperature drop
R_hop, R_cah = thickness / hop_T, thickness / cah_T


def show(label, value, unit_name, digits=4):
    print(f"{label}: {value:.{digits}g} {unit_name}".rstrip())


show("Diffuson coefficient", coef_hop, "n^(2/3) kB v", 5)
show("Cahill coefficient", coef_cahill, "n^(2/3) kB v", 5)
show("Ratio, exact formula", ratio_formula, "", 5)
show("Atoms in wavevector sum", N_atoms, "", 7)
show("Diffuson coefficient, wavevector sum", sum_hop, "n^(2/3) kB v", 5)
show("Cahill coefficient, wavevector sum", sum_cahill, "n^(2/3) kB v", 5)
show("Ratio, wavevector sum", sum_hop / sum_cahill, "", 5)
show("Random-walk factor, simulated", walk_factor, "(ideal 1/6)")
show("Crossing frequency / Debye cutoff", cross, "")
show("Fraction of modes below crossing", cross**3, "")
show("Diffuson heat share below crossing", hop_below, "")
show("Cahill heat share below crossing", cah_below, "")
show("Low-T power, diffuson", powers[0], "")
show("Low-T power, Cahill", powers[1], "")
show("Input atom density", n * 1e-27, "nm^-3")
show("Input longitudinal speed", v_long / 1e3, "km/s")
show("Input transverse speed", v_trans / 1e3, "km/s")
show("Single speed (branch average)", v / 1e3, "km/s")
show("Debye wavevector", k_D * 1e-9, "nm^-1")
show("Debye cutoff omega_D", omega_D * 1e-12, "rad/ps")
show("Debye temperature", Theta_D, "K")
show("Temperature of use", T_use, "K")
show("Diffusivity D_d at cutoff", D_hop(omega_D, v) * 1e6, "mm^2/s")
show("Diffuson conductivity, classical", hop_cl, "W/(m K)")
show("Cahill minimum, classical", cah_cl, "W/(m K)")
show("Diffuson conductivity at T of use", hop_T, "W/(m K)")
show("Cahill minimum at T of use", cah_T, "W/(m K)")
show("Ratio at T of use", hop_T / cah_T, "")
show("Quantum change, diffuson", 100 * (hop_T / hop_cl - 1), "%", 3)
show("Quantum change, Cahill", 100 * (cah_T / cah_cl - 1), "%", 3)
show("Cahill at T of use, two speeds", cah_two_T, "W/(m K)")
show("Debye-average speed", v_Debye / 1e3, "km/s")
show("Diffuson, common cutoff, classical", hop_common, "W/(m K)")
show("Ratio with common cutoff, classical", hop_common / cah_cl, "")
show("Input stiff-band fraction", hard_fraction, "")
show("Input stiff-band energy", hard_energy / charge, "eV")
show("Debye cutoff energy", hbar * omega_D / charge, "eV")
show("Diffuson with stiff band, classical", hard_cl, "W/(m K)")
show("Diffuson with stiff band at T of use", hard_T, "W/(m K)")
show("Stiff-band change, classical", 100 * (hard_cl / hop_cl - 1), "%", 3)
show("Stiff-band change at T of use", 100 * (hard_T / hop_T - 1), "%", 3)
show("Input sound limit", sound_limit / (2 * pi) * 1e-12, "THz")
show("Input sound mean free path", sound_path * 1e9, "nm")
show("Sound contribution at T of use", sound, "W/(m K)", 3)
show("Hopping part it replaces", replaced, "W/(m K)", 3)
show("Net sound change", 100 * (sound - replaced) / hop_T, "%", 3)
show("Input porosity", porosity, "")
show("Porosity factor", pore_factor, "")
show("Diffuson, porous film at T of use", hop_T * pore_factor, "W/(m K)")
show("Input layer thickness", thickness * 1e9, "nm")
show("Input heat flux", flux * 1e-7, "kW/cm^2")
show("Layer resistance, diffuson", R_hop * 1e9, "m^2 K/GW")
show("Layer resistance, Cahill", R_cah * 1e9, "m^2 K/GW")
show("Temperature drop, diffuson", flux * R_hop, "K", 3)
show("Temperature drop, Cahill", flux * R_cah, "K", 3)
show("Input resistance per interface", interface_resistance * 1e9, "m^2 K/GW")
show("Extra drop from two interfaces", 2 * flux * interface_resistance, "K", 3)
print("PASS")
```

It prints:

```
Diffuson coefficient: 0.93053 n^(2/3) kB v
Cahill coefficient: 1.209 n^(2/3) kB v
Ratio, exact formula: 0.76967
Atoms in wavevector sum: 381915
Diffuson coefficient, wavevector sum: 0.93053 n^(2/3) kB v
Cahill coefficient, wavevector sum: 1.2087 n^(2/3) kB v
Ratio, wavevector sum: 0.76984
Random-walk factor, simulated: 0.1667 (ideal 1/6)
Crossing frequency / Debye cutoff: 0.806
Fraction of modes below crossing: 0.5236
Diffuson heat share below crossing: 0.422
Cahill heat share below crossing: 0.6496
Low-T power, diffuson: 4
Low-T power, Cahill: 2
Input atom density: 66 nm^-3
Input longitudinal speed: 6 km/s
Input transverse speed: 3.75 km/s
Single speed (branch average): 4.5 km/s
Debye wavevector: 15.75 nm^-1
Debye cutoff omega_D: 70.88 rad/ps
Debye temperature: 541.4 K
Temperature of use: 400 K
Diffusivity D_d at cutoff: 0.4605 mm^2/s
Diffuson conductivity, classical: 0.9442 W/(m K)
Cahill minimum, classical: 1.227 W/(m K)
Diffuson conductivity at T of use: 0.8543 W/(m K)
Cahill minimum at T of use: 1.139 W/(m K)
Ratio at T of use: 0.7504
Quantum change, diffuson: -9.52 %
Quantum change, Cahill: -7.19 %
Cahill at T of use, two speeds: 1.125 W/(m K)
Debye-average speed: 4.131 km/s
Diffuson, common cutoff, classical: 0.8668 W/(m K)
Ratio with common cutoff, classical: 0.7066
Input stiff-band fraction: 0.2
Input stiff-band energy: 0.13 eV
Debye cutoff energy: 0.04666 eV
Diffuson with stiff band, classical: 1.403 W/(m K)
Diffuson with stiff band at T of use: 0.8838 W/(m K)
Stiff-band change, classical: 48.6 %
Stiff-band change at T of use: 3.45 %
Input sound limit: 2 THz
Input sound mean free path: 5 nm
Sound contribution at T of use: 0.114 W/(m K)
Hopping part it replaces: 0.00093 W/(m K)
Net sound change: 13.2 %
Input porosity: 0.25
Porosity factor: 0.6667
Diffuson, porous film at T of use: 0.5695 W/(m K)
Input layer thickness: 200 nm
Input heat flux: 10 kW/cm^2
Layer resistance, diffuson: 234.1 m^2 K/GW
Layer resistance, Cahill: 175.7 m^2 K/GW
Temperature drop, diffuson: 23.4 K
Temperature drop, Cahill: 17.6 K
Input resistance per interface: 10 m^2 K/GW
Extra drop from two interfaces: 2 K
PASS
```
